# Remote-Phonon Absorption by a Zero-Energy Silicon Electron Touching HfO2: verification in Python

```python
"""
Result under test (Hartree atomic units): a zero-energy electron of mass m in
silicon, touching a polar oxide, absorbs interface phonons at the rate
    Gamma = pi * Delta * N * sqrt(2 m w),
    Delta = 1/(eps_si + eps_hi) - 1/(eps_si + eps_lo),
w: interface-mode energy, N: Bose occupation, eps_lo / eps_hi: oxide
permittivity below / above the mode, eps_si: silicon permittivity.
The squared coupling times area is 2 pi w Delta / q at wavenumber q.
"""
import numpy as np
from scipy.constants import physical_constants as pc
from scipy.integrate import quad, trapezoid
from scipy.optimize import brentq

HARTREE_MEV = pc["Hartree energy in eV"][0] * 1e3
TIME_S = pc["atomic unit of time"][0]
BOHR_NM = pc["Bohr radius"][0] * 1e9
KELVIN = pc["kelvin-hartree relationship"][0]

mass, eps_si, eps_lo, eps_hi = 0.19, 11.7, 22.0, 6.58
temperature = 300.0
kT = temperature * KELVIN
w = 17.0 / HARTREE_MEV


def bose(energy, thermal=kT):
    return 1 / np.expm1(energy / thermal)


def delta(extra=0.0, low=eps_lo, high=eps_hi):
    return 1 / (eps_si + high + extra) - 1 / (eps_si + low + extra)


def zero_energy_rate(energy, strength, thermal=kT):
    return np.pi * strength * bose(energy, thermal) * np.sqrt(2 * mass * energy)


D, N = delta(), bose(w)
q0 = np.sqrt(2 * mass * w)
coupling_area = 2 * np.pi * w * D / q0
gamma = zero_energy_rate(w, D)
w_to = w * np.sqrt((eps_hi + eps_si) / (eps_lo + eps_si))


def oxide_eps(freq):
    return eps_hi + (eps_lo - eps_hi) * w_to**2 / (w_to**2 - freq**2)


# The response of the boundary has a single lattice pole of strength Delta.
for freq in (0.3 * w, 0.6 * w, 1.7 * w):
    pole_form = 1 / (eps_hi + eps_si) - D * w**2 / (w**2 - freq**2)
    assert abs(1 / (oxide_eps(freq) + eps_si) - pole_form) < 1e-12


def mode_from_kinetic_energy(q, extra):
    """Mode frequency and M^2*area: twice the mean ionic kinetic energy
    of a wave with one quantum must equal the quantum."""
    freq = brentq(lambda x: oxide_eps(x) + eps_si + extra,
                  w_to * (1 + 1e-8), 4 * w_to, xtol=1e-16)
    chi = (eps_lo - eps_hi) / (4 * np.pi)
    polarizability = chi * w_to**2 / (w_to**2 - freq**2)
    phase = np.arange(32) * 2 * np.pi / 32

    def kinetic_density(depth):
        # Trial potential 2 cos(phase) exp(-q depth), i.e. M = 1.
        decay = np.exp(-q * depth)
        ex_dot = -2 * q * freq * np.cos(phase) * decay
        ez_dot = -2 * q * freq * np.sin(phase) * decay
        p_dot_sq = polarizability**2 * np.mean(ex_dot**2 + ez_dot**2)
        return p_dot_sq / (2 * chi * w_to**2)

    integral = quad(lambda x: kinetic_density(x / q), 0, 40, limit=200)[0] / q
    return freq, freq / (2 * integral)


freq_num, coupling_num = mode_from_kinetic_energy(q0, 0.0)
assert abs(freq_num / w - 1) < 1e-8
assert abs(coupling_num / coupling_area - 1) < 1e-6


# Golden rule as an explicit sum over final momenta, Gaussian energy window.
def momentum_sum(k_start, sign, mx=mass, my=mass):
    step = 0.005 * q0
    axis = (np.arange(-500, 500) + 0.5) * step
    kx, ky = np.meshgrid(axis, axis, indexing="ij")
    q = np.hypot(kx - k_start, ky)
    mismatch = (kx**2 / (2 * mx) + ky**2 / (2 * my)
                - k_start**2 / (2 * mx) - sign * w)
    width = 0.03 * w
    window = np.exp(-mismatch**2 / (2 * width**2)) / (width * np.sqrt(2 * np.pi))
    quanta = N if sign > 0 else N + 1
    return (2 * np.pi * quanta * step**2 / (2 * np.pi)**2
            * np.sum(2 * np.pi * w * D / q * window))


sum_rate = momentum_sum(0.0, +1)
assert abs(sum_rate / gamma - 1) < 1e-3


# Electron of kinetic energy kT: rate as an integral over the final angle.
def angle_rate(energy, sign):
    k1 = np.sqrt(2 * mass * energy)
    k2 = np.sqrt(2 * mass * (energy + sign * w))
    quanta = N if sign > 0 else N + 1
    angular = quad(lambda t: 1 / np.sqrt(k1**2 + k2**2 - 2 * k1 * k2 * np.cos(t)),
                   0, np.pi)[0]
    return 2 * mass * w * D * quanta * angular


k_thermal = np.sqrt(2 * mass * kT)
thermal_abs, thermal_emi = angle_rate(kT, +1), angle_rate(kT, -1)
assert abs(momentum_sum(k_thermal, +1) / thermal_abs - 1) < 3e-3
assert abs(momentum_sum(k_thermal, -1) / thermal_emi - 1) < 3e-3

# Valleys with anisotropic in-plane mass: average of the root of the mass.
m_heavy = 0.916
angles = np.arange(2000) * 2 * np.pi / 2000
m_angle = 1 / (np.cos(angles)**2 / m_heavy + np.sin(angles)**2 / mass)
gamma_aniso = np.pi * D * N * np.mean(np.sqrt(2 * m_angle * w))
assert abs(momentum_sum(0.0, +1, m_heavy, mass) / gamma_aniso - 1) < 2e-3

# Second-order absorption probability at finite time.
alpha = D * q0 / w


def probability(time):
    tau = w * time
    u = np.linspace(0, 20, 400001)
    kernel = tau**2 * np.sinc((u**2 - 1) * tau / (2 * np.pi))**2
    return alpha * N * trapezoid(kernel, u)


slope = (probability(200 / w) - probability(100 / w)) / (100 / w)
assert abs(slope / gamma - 1) < 5e-3
prob_early = probability(1 / gamma)

# Electron layer of finite depth, density b^3 z^2 exp(-b z)/2.
depth_nm, interlayer_nm = 1.5, 0.7
b = 3 / (depth_nm / BOHR_NM)
layer_factor = (b / (b + q0))**6
overlap = quad(lambda x: 0.5 * x**2 * np.exp(-x) * np.exp(-q0 * x / b), 0, 60)[0]
assert abs(overlap**2 / layer_factor - 1) < 1e-7
interlayer_factor = np.exp(-2 * q0 * interlayer_nm / BOHR_NM)

# Static screening by a sheet in two equivalent valleys, long-wave response.
density_cm2, valleys = 1e12, 2
density = density_cm2 * 1e-14 * BOHR_NM**2
state_scale = valleys * mass * kT / np.pi
fugacity = np.expm1(density / state_scale)
compress = valleys * mass / np.pi * fugacity / (1 + fugacity)
count = quad(lambda x: state_scale / (np.exp(x) / fugacity + 1), 0, 60)[0]
assert abs(count / density - 1) < 1e-7
final_occupation = 1 / (np.exp(w / kT) / fugacity + 1)


def extra_eps(q):
    return 4 * np.pi * compress / q


def screened_energy(q):
    s = extra_eps(q)
    return w_to * np.sqrt((eps_lo + eps_si + s) / (eps_hi + eps_si + s))


q_scr = brentq(lambda q: q**2 / (2 * mass) - screened_energy(q), 0.2 * q0, 2 * q0)
w_scr, D_scr = screened_energy(q_scr), delta(extra_eps(q_scr))
freq_num, coupling_num = mode_from_kinetic_energy(q_scr, extra_eps(q_scr))
assert abs(freq_num / w_scr - 1) < 1e-8
assert abs(coupling_num * q_scr / (2 * np.pi * w_scr * D_scr) - 1) < 1e-6
h = 1e-4 * q_scr
dw_dq = (screened_energy(q_scr + h) - screened_energy(q_scr - h)) / (2 * h)
gamma_scr = (2 * np.pi * w_scr * D_scr * bose(w_scr)
             / abs(q_scr / mass - dw_dq))
q_grid = np.linspace(0.2 * q0, 2 * q0, 100001)
w_grid = screened_energy(q_grid)
width = 0.01 * w
window = (np.exp(-(q_grid**2 / (2 * mass) - w_grid)**2 / (2 * width**2))
          / (width * np.sqrt(2 * np.pi)))
integrand = 2 * np.pi * w_grid * delta(extra_eps(q_grid)) * bose(w_grid) * window
assert abs(trapezoid(integrand, q_grid) / gamma_scr - 1) < 2e-3
response_energy = q0 * np.sqrt(kT / mass)

# Other readings and conditions.
w_if_to = w * np.sqrt((eps_lo + eps_si) / (eps_hi + eps_si))
gamma_if_to = zero_energy_rate(w_if_to, D)
second_mev, eps_top = 50.0, 5.03
gamma_second = zero_energy_rate(second_mev / HARTREE_MEV,
                                delta(0.0, eps_hi, eps_top))
hot = 358.0
gamma_hot = zero_energy_rate(w, D, hot * KELVIN)


def show(label, value, unit="", digits=4):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


def show_rate(label, value):
    show(label, value / TIME_S / 1e13, "1e13 per s", 3)


show("Input electron mass", mass, "electron masses")
show("Input interface-mode energy", w * HARTREE_MEV, "meV")
show("Input silicon permittivity", eps_si)
show("Input oxide permittivity below mode", eps_lo)
show("Input oxide permittivity above mode", eps_hi)
show("Input temperature", temperature, "K")
show("Thermal energy kT", kT * HARTREE_MEV, "meV")
show("Mode energy", w, "hartree", 5)
show("Transverse energy implied", w_to * HARTREE_MEV, "meV")
show("1/(eps_si+eps_hi)", 1 / (eps_si + eps_hi), "", 5)
show("1/(eps_si+eps_lo)", 1 / (eps_si + eps_lo), "", 5)
show("Delta", D, "", 5)
show("Bose occupation N", N)
show("Wavenumber q0", q0, "per bohr", 5)
show("Wavenumber q0 converted", q0 / BOHR_NM, "per nm")
show("Squared coupling times area at q0", coupling_area, "hartree^2 bohr^2")
show("MAIN absorption rate", gamma, "atomic units")
show_rate("MAIN absorption rate converted", gamma)
show("Momentum sum / formula", sum_rate / gamma, "", 6)
show("Long-time slope / formula", slope / gamma, "", 5)
show_rate("Rate if 17 meV were the transverse energy", gamma_if_to)
show("Interface energy in that reading", w_if_to * HARTREE_MEV, "meV")
show("Coupling constant alpha", alpha, "", 3)
show("hbar*Gamma", gamma * HARTREE_MEV, "meV", 3)
show("hbar*Gamma / mode energy", gamma / w, "", 3)
show("Time 1/Gamma", TIME_S / gamma * 1e15, "fs", 3)
show("Second-order probability at 1/Gamma", prob_early, "", 3)
show("Mean electron depth (rough)", depth_nm, "nm")
show("Rate factor from electron depth", layer_factor, "", 3)
show("Interlayer thickness (rough)", interlayer_nm, "nm")
show("Rate factor from interlayer", interlayer_factor, "", 3)
show("Sheet density (rough)", density_cm2, "per cm2")
show("Screening term s at q0", extra_eps(q0), "", 3)
show("Screened mode energy", w_scr * HARTREE_MEV, "meV", 3)
show("Screened Delta", D_scr, "", 3)
show_rate("Statically screened rate", gamma_scr)
show("Screened / unscreened rate", gamma_scr / gamma, "", 3)
show("Electron response energy q0*sqrt(kT/m)", response_energy * HARTREE_MEV, "meV", 3)
show("Occupation of final state", final_occupation, "", 3)
show("Second mode energy (rough)", second_mev, "meV")
show("Permittivity above second mode (rough)", eps_top)
show_rate("Second-mode absorption rate", gamma_second)
show("Hot operating temperature", hot, "K")
show_rate("Absorption rate when hot", gamma_hot)
show_rate("Absorption rate at electron energy kT", thermal_abs)
show_rate("Emission rate at electron energy kT", thermal_emi)
show("Heavy mass of anisotropic valleys", m_heavy, "electron masses")
show_rate("Zero-energy rate in anisotropic valleys", gamma_aniso)
print("verified")
```

Printed output:

```
Input electron mass: 0.19 electron masses
Input interface-mode energy: 17 meV
Input silicon permittivity: 11.7
Input oxide permittivity below mode: 22
Input oxide permittivity above mode: 6.58
Input temperature: 300 K
Thermal energy kT: 25.85 meV
Mode energy: 0.00062474 hartree
Transverse energy implied: 12.52 meV
1/(eps_si+eps_hi): 0.054705
1/(eps_si+eps_lo): 0.029674
Delta: 0.025031
Bose occupation N: 1.075
Wavenumber q0: 0.015408 per bohr
Wavenumber q0 converted: 0.2912 per nm
Squared coupling times area at q0: 0.006377 hartree^2 bohr^2
MAIN absorption rate: 0.001303 atomic units
MAIN absorption rate converted: 5.39 1e13 per s
Momentum sum / formula: 1.00034
Long-time slope / formula: 1.0002
Rate if 17 meV were the transverse energy: 4.05 1e13 per s
Interface energy in that reading: 23.08 meV
Coupling constant alpha: 0.617
hbar*Gamma: 35.4 meV
hbar*Gamma / mode energy: 2.09
Time 1/Gamma: 18.6 fs
Second-order probability at 1/Gamma: 0.4
Mean electron depth (rough): 1.5 nm
Rate factor from electron depth: 0.442
Interlayer thickness (rough): 0.7 nm
Rate factor from interlayer: 0.665
Sheet density (rough): 1e+12 per cm2
Screening term s at q0: 21.3
Screened mode energy: 14.7 meV
Screened Delta: 0.0066
Statically screened rate: 1.67 1e13 per s
Screened / unscreened rate: 0.31
Electron response energy q0*sqrt(kT/m): 29.6 meV
Occupation of final state: 0.125
Second mode energy (rough): 50 meV
Permittivity above second mode (rough): 5.03
Second-mode absorption rate: 0.294 1e13 per s
Hot operating temperature: 358 K
Absorption rate when hot: 6.81 1e13 per s
Absorption rate at electron energy kT: 4.22 1e13 per s
Emission rate at electron energy kT: 9.33 1e13 per s
Heavy mass of anisotropic valleys: 0.916 electron masses
Zero-energy rate in anisotropic valleys: 7.68 1e13 per s
verified
```
